Van Hove singularities of a phonon branch in two and three dimensions

**1. Definitions and conventions**

Consider a crystal in d dimensions, with d = 2 or 3. Its primitive cell has volume Ω (an area if d = 2), and one of its phonon branches has frequency ω(q), a periodic function of the wavevector q. The density of states of this branch, per cell, is

g(ω) = Ω/(2π)^d ∫ d^dq δ(ω − ω(q)),

with the integral over one Brillouin zone. The zone has volume (2π)^d/Ω, so ∫ g dω = 1. We use atomic units with ħ = 1, so a frequency is also an energy.

A stationary point q_c is a point where ∇ω = 0. We write

ω_c = ω(q_c), p = q − q_c, W = ω − ω_c,
H_ij = ∂²ω/∂q_i∂q_j at q_c, D = |det H|,

and let n be the number of negative eigenvalues of H. Thus n = 0 is a minimum, n = d a maximum, and the values between are saddles.

Three assumptions hold until part 9: ω_c > 0; the branch is smooth near q_c and does not touch another branch there; and det H ≠ 0. The last makes q_c isolated, because near it ∇ω ≈ Hp, which vanishes only at p = 0.

**2. Why stationary points matter**

Divide the zone into small overlapping patches, each with a smooth weight χ(q) that vanishes outside its patch, the weights adding up to 1. Take a patch where the branch is smooth and ∇ω ≠ 0, with ∂ω/∂q_1 ≠ 0, say. There ω can replace q_1 as a coordinate, and the delta function removes the integral over it. The patch contributes

Ω/(2π)^d ∫ d^(d−1)q_⊥ χ / |∂ω/∂q_1|,

where q_⊥ stands for the other components and the integrand is taken at the given ω. It is smooth in ω, hence so is the integral. For a branch that is smooth throughout the zone, a singularity of g at ω_c must therefore come from patches around stationary points with that frequency.

Near such a point |∇ω| grows in proportion to the distance r, while the level surface of an extremum has a size proportional to r^(d−1). The density then scales as r^(d−2). Since |W| is proportional to r², this means |W|^(1/2) in three dimensions and a constant in two. The coefficients, and the saddles, need the calculation below.

**3. Frequency and squared frequency**

Lattice dynamics delivers λ(q) = ω(q)². Differentiating twice,

∂λ/∂q_i = 2ω ∂ω/∂q_i,
∂²λ/∂q_i∂q_j = 2 (∂ω/∂q_i)(∂ω/∂q_j) + 2ω ∂²ω/∂q_i∂q_j.

For ω > 0 the stationary points of λ and ω coincide. At such a point the product of first derivatives vanishes, so with Λ the Hessian of λ,

H = Λ/(2ω_c), D = |det Λ|/(2ω_c)^d.

Let G(λ) be the density of states in λ. For ω > 0, δ(ω² − λ(q)) = δ(ω − ω(q))/(2ω), and therefore

g(ω) = 2ω G(ω²).

**4. The local normal form**

Put f(p) = ω(q_c + p) − ω_c. Both f and its gradient vanish at p = 0. Taylor's formula with integral remainder, applied along the line tp from t = 0 to t = 1, gives

f(p) = Σ_ij p_i p_j h_ij(p),
h_ij(p) = ∫₀¹ dt (1 − t) ∂²f/∂p_i∂p_j (tp).

The h_ij are smooth and symmetric, and h_ij(0) = H_ij/2 because ∫₀¹(1 − t)dt = 1/2. Rotate the axes so that H is diagonal. Then h_11 ≠ 0 near the origin, and we can complete the square:

f = h_11 [p_1 + Σ_(j>1) (h_1j/h_11) p_j]² + Σ_(i,j>1) (h_ij − h_1i h_1j/h_11) p_i p_j.

Define x_1 as √|h_11| times the square bracket. The remaining sum has the same form with one component fewer. Since h_1j(0) = 0 for j > 1, its coefficients at the origin are still H_ij/2, so the step can be repeated. The result is

W = Σ_i σ_i x_i², σ_i = sign of H_ii.

At the origin ∂x_i/∂p_j = √(|H_ii|/2) δ_ij. This matrix is invertible, so the x_i are valid coordinates near q_c. With the Jacobian J = |det ∂p/∂x|,

J(0) = Π_i √(2/|H_ii|) = 2^(d/2)/√D.

The patch around q_c, with χ = 1 near q_c, contributes

g_loc = Ω/(2π)^d I(W), I(W) = ∫ d^dx F(x) δ(W − Σ_i σ_i x_i²),

where F = χJ is smooth, vanishes outside a small region, and has F(0) = J(0).

**5. Three dimensions: extrema**

For a minimum Σ x_i² = r². Let M(r) be the average of F over the sphere of radius r. Terms linear in x average to zero, so M(r) = J(0) + O(r²). Using δ(W − r²) = δ(r − √W)/(2√W) for W > 0,

I = ∫ 4πr² dr M(r) δ(W − r²) = 2π√W M(√W) = 2π√W J(0)[1 + O(W)],

and I = 0 for W < 0. With J(0) = 2√2/√D the coefficient of √W in g is

C = Ω/(8π³) · 2π · 2√2/√D = Ω/(√2 π² √D).

A maximum follows by changing the sign of W.

**6. Three dimensions: saddles**

Take n = 1 and write W = s − z² with s = x² + y². Let A(s,z) be the average of F over the circle of radius ρ = √s at height z. We need A to have a continuous derivative in s down to s = 0. As a function of ρ the average is even, so its first ρ-derivative vanishes at ρ = 0, and

∂A/∂s = (1/2ρ) ∂A/∂ρ = ½ ∫₀¹ dt A_ρρ(tρ, z),

where A_ρρ is the second ρ-derivative. The right side is continuous, as required.

The area element is 2πρ dρ = π ds, and the delta function sets s = W + z². Hence

I(W) = π ∫ dz A(W + z², z), over those z with W + z² ≥ 0.

For W > 0 every z is allowed, and expanding in W gives

I = I_0 + I_1 W + o(W), I_1 = π ∫ dz ∂A/∂s (z², z).

For W = −w < 0 the interval |z| < √w is excluded. Continue A to negative s by the straight line A(0,z) + s ∂A/∂s(0,z), which keeps the derivative continuous. The integral over all z is then again I_0 + I_1 W + o(W), with the same two constants, and the excluded interval must be subtracted:

π ∫ from −√w to √w dz A(z² − w, z) = 2π√w J(0) + O(w^(3/2)).

The term linear in z cancels between z and −z; the terms in s and z² give the correction. Therefore

I = I_0 + I_1 W − 2π√(−W) J(0) + o(W) for W < 0.

The factor 2πJ(0) is that of the extremum, so the coefficient is again C, now with a minus sign. Geometrically, the level surface near the saddle is a connected neck for W > 0 and two separate sheets for W < 0; the square root measures the range of z lost between the sheets.

For n = 2, replace ω by −ω. This turns n = 2 into n = 1 and W into −W, so the term is −C√W on the side W > 0.

**7. Two dimensions: extrema**

With M(r) now the average of F over a circle, a minimum gives for W > 0

I = ∫ 2πr dr M(r) δ(W − r²) = πM(√W) = πJ(0)[1 + O(W)],

and zero for W < 0. Here J(0) = 2/√D, so g has a step of height

Ω/(4π²) · π · 2/√D = Ω/(2π√D).

At a maximum the step lies on the side W < 0.

**8. Two dimensions: saddles**

Now W = x² − y² = uv with u = x + y and v = x − y, and dx dy = ½ du dv. Choose L so that F vanishes outside the square |u| < L, |v| < L. The delta function sets v = W/u and gives a factor 1/|u|:

I(W) = ∫ du F(u, W/u)/(2|u|), |W|/L < |u| < L.

Write F = J(0) + (F − J(0)) on the square. The constant part, with both signs of u, gives

2 · ½ J(0) ∫ from |W|/L to L du/u = J(0) ln(L²/|W|).

For the other part, |F − J(0)| ≤ B(|u| + |v|) with some constant B. Where |u| > |v| we integrate over u, and the integrand is at most B. Where |v| > |u| we use v as the variable, since du/|u| = dv/|v| in magnitude, and the same bound holds. A bounded integrand allows the limit W → 0 to be taken inside, which gives

½ ∫ du [F(u,0) − J(0)]/|u| + ½ ∫ dv [F(0,v) − J(0)]/|v|,

each integral running from −L to L. This limit is finite and does not depend on the sign of W. Restoring the prefactor, g contains

−A ln|W| + a continuous remainder, A = Ω/(4π²) · 2/√D = Ω/(2π²√D).

From here on A denotes this coefficient. Changing the unit of W inside the logarithm shifts the remainder by a constant.

**Classification**

In three dimensions, with C = Ω/(√2 π²√D), the leading singular terms are

n = 0: +C√W for W > 0
n = 1: −C√(−W) for W < 0
n = 2: −C√W for W > 0
n = 3: +C√(−W) for W < 0.

In two dimensions they are

n = 0: step Ω/(2π√D) for W > 0
n = 1: −A ln|W| on both sides
n = 2: step Ω/(2π√D) for W < 0.

Contributions of stationary points at the same frequency add. In three dimensions g stays finite and continuous, and a single stationary point makes its slope infinite on one side of ω_c. When points of different n share a frequency the terms combine: an n = 1 and an n = 2 point together make the slope infinite on both sides, while terms of opposite sign on the same side subtract. For a single point the shapes are as follows. At n = 1 it climbs steeply to ω_c and continues with finite slope; at n = 2 it arrives with finite slope and falls steeply. A global minimum or maximum gives an edge of the band. A local one inside the band gives the same term on top of the background from the rest of the zone.

**9. Where the classification fails**

*The acoustic point.* Take a model with one scalar displacement per cell in which ω → 0 at q = 0 and λ ≈ Σ c_i² q_i² along principal axes, with nonzero sound speeds c_i. Then λ has a quadratic minimum but ω = √λ does not. With y_i = c_i q_i the frequency is the length |y|, a cone, and to leading order

3D: g = Ω/(8π³c_1c_2c_3) · 4πω² = Ωω²/(2π²c_1c_2c_3),
2D: g = Ω/(4π²c_1c_2) · 2πω = Ωω/(2πc_1c_2).

The bottom of such a branch has neither a square-root edge nor a step.

*Branch crossings.* The normal form needs continuous second derivatives. Branches numbered by increasing frequency can have a corner where they meet, and the argument then does not apply.

*A singular Hessian.* Suppose that in two dimensions W = −(x² + y⁴) in suitable units. Put x = |W|^(1/2) X and y = |W|^(1/4) Y. The area element scales as |W|^(3/4) and the delta function as 1/|W|, so g is proportional to |W|^(−1/4): the step has become a divergence. Part 12 gives a case.

**10. A model crystal**

Each cell carries one displacement u. A site spring has energy ½K_0u², and a bond between two cells has energy ½K_b(u − u')². Every bond vector b leads from a cell to two neighbours, at +b and −b, so the equation of motion is

M ü_R = −K_0 u_R − Σ_b K_b (2u_R − u_(R+b) − u_(R−b)).

A plane wave exp(iq·R − iωt) gives λ = [K_0 + Σ_b 2K_b(1 − cos q·b)]/M.

We choose M = 50000 m_e and springs, in E_h/a_0², of 0.05 on the site, 0.05 along the first and second axes of a square layer, 0.0125 along the layer diagonal (1,1), and 0.025 between layers. Division by M gives 0.05/50000 = 10⁻⁶ E_h² = 1 mE_h² for the first two. Call the four ratios k_0 = 1, k = 1, k_d = 0.25 and k_z = 0.5, in mE_h². With lattice constants as units of length, Ω = 1 and

λ = k_0 + 2k(2 − cos q_1 − cos q_2) + 2k_d[1 − cos(q_1 + q_2)] + 2k_z(1 − cos q_3).

A single layer lacks the last term. The stationary points satisfy

k sin q_1 + k_d sin(q_1 + q_2) = 0,
k sin q_2 + k_d sin(q_1 + q_2) = 0, sin q_3 = 0.

Subtraction gives sin q_1 = sin q_2, so q_2 = q_1 or q_2 = π − q_1. In the first case sin q_1 (k + 2k_d cos q_1) = 0, and since 2k_d < k this needs sin q_1 = 0. In the second case sin(q_1 + q_2) = 0, and again sin q_1 = 0. Every component is therefore 0 or π: four points for the layer, eight for the crystal.

The layer Hessian of λ has diagonal elements 2k cos q_i + 2k_d cos(q_1 + q_2) and off-diagonal element 2k_d cos(q_1 + q_2). In units of mE_h and its powers:

(0,0): λ = 1, det Λ = 2.5² − 0.5² = 6, minimum
(π,0), (0,π): λ = 6, det Λ = (−2.5)(1.5) − 0.5² = −4, saddles
(π,π): λ = 9, det Λ = (−1.5)² − 0.5² = 2, maximum.

**11. Numbers for the layer**

The frequencies are 1, √6 = 2.449 and 3 mE_h. From D = |det Λ|/(4λ) we get 6/4 = 1.5, 4/24 = 0.167 and 2/36 = 0.0556 mE_h². Hence

lower step = 1/(2π√1.5) = 0.130 /mE_h,
upper step = 1/(2π√0.0556) = 0.675 /mE_h,
A, two saddles = 2/(2π²√0.167) = 0.248 /mE_h.

The full density comes from the definition. With s = (q_1 + q_2)/2 and t = (q_1 − q_2)/2,

λ = k_0 + 4k + 4k_d sin²s − 4k cos s cos t.

Averaging δ(E − B cos t) over t gives 1/(π√(B² − E²)) for |E| < |B|, because two values of t contribute equally. So G(λ) is the average over s of this expression with B = 4k cos s and E = k_0 + 4k + 4k_d sin²s − λ. With x = cos²s we have B² = 16k²x, E = k_0 + 4k + 4k_d − λ − 4k_d x and |ds| = dx/(2√(x(1 − x))). The integrand is then one over the square root of the quartic x(1 − x)(B² − E²), taken between two of its roots: a complete elliptic integral, which was evaluated numerically. Near the saddle frequency it gives, in 1/mE_h:

|W| = 10⁻² mE_h: g = 1.436 below, 1.454 above
|W| = 10⁻⁴ mE_h: g = 2.587 below, 2.588 above
|W| = 10⁻⁶ mE_h: g = 3.731 below, 3.731 above.

The two sides approach each other. Between the last two rows g grows by 1.143, which matches A ln 100 = 0.2482 × 4.605 = 1.143. The peak is unbounded but grows slowly.

**12. Numbers for the crystal**

Going from q_3 = 0 to q_3 = π adds 4k_z = 2 mE_h² to λ, changes ∂²λ/∂q_3² from +1 to −1 mE_h², and so raises n by one. The value of |det Λ| is that of the layer times 1, and D = |det Λ|/(2ω_c)³. For the pair of saddles at λ = 6,

D = 4/(2 × 2.449)³ = 0.0340 mE_h³,
C = 2/(√2 π² √0.0340) = 0.777 mE_h^(−3/2).

All six frequencies, with C summed over the points at each:

ω_c = 1.000 mE_h: n = 0, one point, C = 0.083
ω_c = 1.732 mE_h: n = 1, one point, C = 0.189
ω_c = 2.449 mE_h: n = 1, two points, C = 0.777
ω_c = 2.828 mE_h: n = 2, two points, C = 0.964
ω_c = 3.000 mE_h: n = 2, one point, C = 0.745
ω_c = 3.317 mE_h: n = 3, one point, C = 0.865.

The band runs from 1 to 3.317 mE_h, which is 6.58 to 21.8 THz in ordinary frequency ω/2π. Its density is the average of the layer density G(λ − 2k_z(1 − cos q_3)) over q_3, done by numerical quadrature. Next to the saddles at 2.449 mE_h it changes, relative to its value 0.854 /mE_h at ω_c, by

0.01 mE_h below: −0.0810; above: +0.0042
0.001 mE_h below: −0.02496; above: +0.00042.

Above ω_c the change is proportional to the distance, with slope 0.42 mE_h⁻². Below, the square root alone gives −0.777 × √0.01 = −0.0777 and −0.02457. Adding the common linear term gives −0.0819 and −0.02499. What is left, about 0.0009 and 0.00003, shrinks by a factor near 30 when the distance shrinks by 10, as a term in w^(3/2) would.

The linear term can be removed by the second difference

S(δ) = g(ω_c + δ) + g(ω_c − δ) − 2g(ω_c),

which to leading order is +C√δ at an extremum and −C√δ at a saddle. At δ = 10⁻⁴ mE_h the computed S/√δ has these signs at all six frequencies, and its size differs from C by less than 0.03 percent of C.

Removing the site spring makes the branch acoustic. Since c_i² is half an eigenvalue of Λ at q = 0, c_1c_2c_3 = √(6/8) = 0.866, and the law of part 9 gives g/ω² = 1/(2π² × 0.866) = 0.0585 mE_h⁻³. The computed density at 0.01 mE_h gives the same three digits.

Finally, let k_d = k/2 in the layer. Near (π,π), with p_1 − p_2 = a and (p_1 + p_2)/2 = p, the leading terms are

λ − λ_c = −(k/2)(a² + p⁴).

The quadratic part is −k(p_1² + p_2²) + k_d(p_1 + p_2)² = −(k/2)a²; along a = 0 the function 4k cos p − k cos 2p equals 3k − (k/2)p⁴ to fourth order. The maximum is thus of the singular kind in part 9. The densities computed 10⁻⁶ and 16 × 10⁻⁶ mE_h² below it give an exponent of −0.250, in place of the zero exponent of a step.
